# Optical Intersite Spin Transfer in a Two-Site Model, part 2

A femtosecond light pulse moves electrons between two unlike magnetic atoms, and each electron carries its spin with it. We want the resulting change in the local moments, and the limits of total-spin conservation.

Sites A at \(x=+a/2\) and B at \(x=-a/2\) have one orbital each. The operator \(c^\dagger_{i\sigma}\) creates an electron of spin \(\sigma\) on site \(i\), \(n_{i\sigma}=c^\dagger_{i\sigma}c_{i\sigma}\) and \(n_i=n_{i\uparrow}+n_{i\downarrow}\). With electron charge \(-e\) and field \(E\) along \(x\),

\[
\begin{aligned}
H(t)={}&\varepsilon_A n_A+\sum_i U_i n_{i\uparrow}n_{i\downarrow}+V n_A n_B\\
&-t_h\sum_\sigma\left(c^\dagger_{A\sigma}c_{B\sigma}+c^\dagger_{B\sigma}c_{A\sigma}\right)
+\frac{eaE(t)}{2}(n_A-n_B).
\end{aligned}
\]

This conserves the total spin \(\mathbf S=\mathbf S_A+\mathbf S_B\), where \(\mathbf S_i\) is the local spin in units of \(\hbar\). The local moment is \(m_i=\langle n_{i\uparrow}-n_{i\downarrow}\rangle=2\langle S_i^z\rangle\), in Bohr magnetons; up is the majority direction. If \(q_\sigma\) electrons of spin \(\sigma\) move from B to A,

\[
\Delta m_A=q_\uparrow-q_\downarrow=-\Delta m_B,\qquad
\Delta n_A=q_\uparrow+q_\downarrow .
\]

In the three-electron model both majority orbitals are filled and one minority electron is mobile. It is on A for \(\tau_z=+1\) and on B for \(\tau_z=-1\); \(\tau_x\) exchanges these states. Then

\[
m_A=\frac{1-\langle\tau_z\rangle}{2},\qquad
m_B=\frac{1+\langle\tau_z\rangle}{2},\qquad m_A+m_B=1 .
\]

The minority offset is \(\Delta=\varepsilon_A+U_A-U_B\) and the excitation energy is \(W=\sqrt{\Delta^2+4t_h^2}\), with \(\cos\theta=\Delta/W\) and \(\sin\theta=2t_h/W\). Without a field the Hamiltonian is \(W\eta_z/2\). The ground state has \(\eta_z=-1\), the excited state \(\eta_z=+1\), and \(\eta_x\) couples them:

\[
\tau_z=\cos\theta\,\eta_z+\sin\theta\,\eta_x .
\]

The pulse is \(E(t)=E_0f(t)\cos[\omega(t-t_0)]\), with envelope \(0\le f\le1\) and \(\hbar\omega=W\). In the rotating-wave approximation, which drops the rapidly oscillating terms, it leaves the excited population

\[
P=\sin^2\frac\Theta2,\qquad
\Theta=\Omega\int f(t)\,dt,\qquad
\hbar\Omega=\frac{eaE_0\sin\theta}{2}=\frac{eaE_0t_h}{W}.
\]

The field can instead be put into the hopping: \(c_{A\sigma}^\dagger c_{B\sigma}\) then gains the phase \(e^{i\chi}\), with

\[
\chi(t)=\frac{ea}{\hbar}\int_0^tE(t')\,dt'.
\]

### From excitation to local moment

The excited population is not the transferred charge, because the eigenstates are shared between sites. After the pulse \(\langle\eta_z\rangle=2P-1\) is constant. The quantity \(\langle\eta_x\rangle\) oscillates at frequency \(W/\hbar\) with amplitude \(2\sqrt{P(1-P)}\), twice the product of the two state amplitudes. Averaged over this beat,

\[
\overline{\langle\tau_z\rangle}=-(1-2P)\cos\theta .
\]

Subtracting the initial value \(-\cos\theta\) gives a change of \(2P\cos\theta\). Since \(m_A\) contains \(-\tau_z/2\), the lasting change is

\[
\boxed{\Delta m_A=-\Delta m_B=-\cos\theta\,\sin^2\frac\Theta2}
\]

and the superposed beat has

\[
m_{\rm beat}=\sin\theta\sqrt{P(1-P)},\qquad T_{\rm beat}=\frac{2\pi\hbar}{W}.
\]

The minority electron moves from B to A and fills part of the minority vacancy that gave A its moment. The loss on A is the gain on B.

For a weak pulse \(\Delta m_A\approx-\cos\theta\,\Theta^2/4\), so the change grows as the square of the field. At fixed \(W\), \(a\), \(E_0\) and envelope, \(\Theta\propto\sin\theta\), and the magnitude varies as \(\cos\theta(1-\cos^2\theta)\). Its derivative with respect to \(\cos\theta\) vanishes at \(\cos\theta=1/\sqrt3\), where it is largest. Weaker mixing makes the optical transition weak; stronger mixing makes the two states alike in site population. This optimum holds for a weak, resonant, coherent pulse in the three-electron model.

### Numbers for a 20 fs pulse

Choose \(\varepsilon_A=-0.60\), \(U_A=3.00\), \(U_B=1.00\), \(V=0.50\) and \(t_h=0.30\), all in eV, with \(a=0.25\) nm. Then

\[
\begin{aligned}
\Delta&=-0.60+3.00-1.00=1.40\ {\rm eV},\\
W&=\sqrt{1.40^2+4(0.30)^2}=1.523\ {\rm eV},\\
\cos\theta&=0.919,\qquad \sin\theta=0.394 .
\end{aligned}
\]

The resonant wavelength is 814 nm. The initial moments are \(m_A=0.960\) and \(m_B=0.040\ \mu_B\).

Let the field inside the material peak at 10 MV/cm, with envelope \(f=\sin^2(\pi t/T)\) for \(0<t<T=20\) fs. The potential-energy drop per bond is \(eaE_0=0.25\) eV. The envelope integrates to \(T/2=10\) fs, and \(\hbar=0.658\) eV fs, so

\[
\begin{aligned}
\hbar\Omega&=\frac{0.25\times0.30}{1.523}\ {\rm eV}=49.2\ {\rm meV},\\
\Theta&=\frac{0.0492\times10}{0.658}=0.748,\\
P&=\sin^2(0.374)=0.1335,\\
\Delta m_A&=-0.919\times0.1335=-0.1227\ \mu_B .
\end{aligned}
\]

For comparison, the full Hamiltonian was propagated in the space of all 16 occupation states, without the rotating-wave approximation. Each 0.01 fs step used the exponential of the Hamiltonian at its midpoint. The lasting change was \(-0.1223\ \mu_B\), so the formula is 0.4% too large in magnitude relative to that result. The moment on A falls by 12.7% of its initial value, to \(0.837\ \mu_B\), and that on B rises to \(0.163\ \mu_B\).

The beat amplitude is \(0.134\ \mu_B\) and its period 2.7 fs. While coherence lasts, \(m_A\) therefore swings between about 0.70 and \(0.97\ \mu_B\). One instantaneous value is not a measure of the lasting change.

At half the field, \(\hbar\Omega=24.6\) meV. Setting \(\Theta=\pi\) gives \(T=2\pi/\Omega=168\) fs. The same propagation then leaves \(m_A=0.040\ \mu_B\), the initial value of \(m_B\): the moments have changed places. This limit needs coherence through the whole pulse.

A singlet of two electrons under the 20 fs pulse shows the role of the initial spin. The charge number on A varies over a range of 0.59 during the pulse, while both local moments remain zero.

### Two active spin channels

Let a fixed exchange field give one up and one down electron the separate offsets \(\Delta_\uparrow\) and \(\Delta_\downarrow\). With no further interaction, each spin channel is a two-level problem, and the transfers averaged over the beat are

\[
q_\sigma=P_\sigma\cos\theta_\sigma,\quad
\cos\theta_\sigma=\frac{\Delta_\sigma}{\sqrt{\Delta_\sigma^2+4t_h^2}},\quad
\Delta m_A=q_\uparrow-q_\downarrow .
\]

Here \(P_\sigma\) is the excited population of that channel, which must be computed with its own detuning. Propagation with the same pulse and hopping gives:

- For offsets \((-1.40,+1.40)\) eV, \(\Delta m_A=-0.245\ \mu_B\) and \(\Delta n_A=0.000\). This is the antiferromagnetic case. Opposite spins cross in opposite directions, and both moments shrink.
- For \((0.60,1.40)\) eV, \(\Delta m_A=-0.122\ \mu_B\) and \(\Delta n_A=0.122\). The up channel has an excitation energy of \(\sqrt{0.60^2+0.60^2}=0.85\) eV, far below the photon energy, and contributes almost nothing while the motion stays coherent.
- For \((1.40,1.40)\) eV, \(\Delta m_A=0.000\) and \(\Delta n_A=0.245\). Both spins move alike.

In a self-consistent mean field the offsets would follow the changing moments. These three results hold them fixed.

### Dephasing and further neighbours

Electron scattering in a metal destroys the coherence between ground and excited states. To size this, the off-diagonal density-matrix element in the eigenbasis was made to decay as \(e^{-t/T_2}\), with a rough assumed \(T_2=5\) fs. The lasting change fell from \(-0.122\) to \(-0.063\ \mu_B\). This dephasing leaves the number of electrons of each spin unchanged, so it alters the transfer but not the total moment.

A site in a solid also has further neighbours. Consider an alternating chain ABAB with equal spacing, a filled majority band and a half-filled minority band. The majority occupation is one on every site, so \(U_i n_{i\uparrow}n_{i\downarrow}=U_i n_{i\downarrow}\), again without a mean-field approximation. The intersite repulsion no longer cancels; it is first set to zero, and its effect is taken up below. Hopping to the left and right neighbours adds to \(-t_h(e^{ika}+e^{-ika})\), for Bloch waves \(e^{ikx}\). A hop towards \(+x\) has the factor \(e^{-ika}\) and gains the phase \(e^{i\chi}\), so the field replaces \(ka\) by \(ka-\chi\):

\[
h_k(t)=\frac\Delta2\tau_z-2t_h\cos[ka-\chi(t)]\tau_x .
\]

The excitation energy \(\sqrt{\Delta^2+16t_h^2\cos^2ka}\) runs from 1.40 to 1.84 eV, so this chain has a gap in both spin channels and is an insulator, not a metal. Propagating 200 wave numbers from the filled lower band, with the same pulse, gives \(\Delta m_A=-0.154\ \mu_B\). The chain differs from the pair in both its energies and its optical matrix elements, and this result does not separate their effects. It also depends on \(V=0\). A minority electron moved from B to a neighbouring A sits beside the next occupied B site, so the lowest excitation costs about \(\Delta+V\). For the pair's \(V=0.50\) eV this is 1.9 eV, well above the 1.52 eV photon, and on a ten-site ring the lasting change under this pulse falls below \(0.001\ \mu_B\) in magnitude. Dephasing and neighbours were treated one at a time, so their changes should not be added.

### When total spin is no longer conserved

Spin-orbit coupling can add a spin-dependent hopping \(-i\lambda c_A^\dagger\sigma_xc_B\) and its Hermitian conjugate. With \(\tan\alpha=\lambda/t_h\),

\[
-c_A^\dagger(t_h+i\lambda\sigma_x)c_B
=-\sqrt{t_h^2+\lambda^2}\,c_A^\dagger e^{i\alpha\sigma_x}c_B .
\]

Define \(\tilde c_B=e^{i\alpha\sigma_x}c_B\). In terms of \(c_A\) and \(\tilde c_B\) the hopping is again independent of spin, and the repulsions are unchanged because they depend on \(n_B\) alone. The conserved vector is now \(\mathbf S_A+\tilde{\mathbf S}_B\), where \(\tilde{\mathbf S}_B\) is \(\mathbf S_B\) turned by \(2\alpha\) about \(x\).

If A loses a moment \(q\) along \(z\), B gains the length \(q\) along an axis at angle \(2\alpha\) to \(z\). The difference between these two vectors gives

\[
|\Delta\mathbf m_{\rm tot}|=2q\sin\alpha .
\]

For a rough \(\lambda=20\) meV the turn is \(2\alpha=7.6^\circ\), and the total moment vector changes by \(0.016\ \mu_B\).

Spin-orbit coupling between orbitals of one atom can matter more. If two states of opposite spin are degenerate and coupled by a matrix element \(v\), the flip probability is \(\sin^2(vt/\hbar)\). A full flip takes \(\pi\hbar/2v\), or 20.7 fs for a rough \(v=50\) meV. This is as long as the pulse. Spin conservation is therefore not assured near such a crossing.

The magnetic field of the light also turns the total spin. For a plane wave in vacuum with the same electric field, its peak is \(E_0/c=3.3\) T. It reverses with every half cycle, and propagation with the Zeeman term included gives a largest tilt of 0.26 mrad. In a metal, a plane wave with the same electric field has a magnetic field larger by the modulus of the complex refractive index, and the tilt grows in proportion.

### Setting the model beside metallic magnets

Bonds near 0.25 nm and hopping energies of a few tenths of an eV are of the right size for metallic 3d magnets. The repulsion \(U_A=3\) eV sets a majority–minority splitting of about 3 eV on A. This is larger than in iron and cobalt, for which one to two eV is a rough guide, and much larger than in nickel. In the three-electron formula \(U_A\) enters through \(\Delta\) alone. Real atoms have five d orbitals and partly filled bands in both spins. Nor is a pair of atoms in a metal isolated, or coherent for long. The separate estimates above move its \(-0.122\ \mu_B\) to \(-0.063\) with dephasing, to \(-0.154\) with chain neighbours if the intersite repulsion is fully screened, and to nearly zero at this photon energy if it keeps the value 0.50 eV. Orbital multiplicity and changing screening are not sized.

The internal field corresponds to a vacuum fluence \(\frac12\epsilon_0cE_0^2\int f^2dt=1.0\) mJ/cm\(^2\), with \(\int f^2dt=3T/8\). The incident fluence must be found from the reflection and layer structure of the sample.

In the pair, thermal excitation across \(W\) at 300 K has a Boltzmann factor of \(3\times10^{-26}\). A metal has no such gap, and its states near the Fermi level are thermally excited. Later heating is not small. For the coherent pair the absorbed energy is \(PW=0.20\) eV. If all of it reached the lattice, with heat capacity \(3k_B\) per atom, the temperature would rise by \(PW/6k_B\approx390\) K. With the 5 fs dephasing assumed above, the excited population and this rise are about half as large. The boxed formula describes coherent transfer in an isolated pair, before relaxation and heating alter the moments.

### Implementation

1. Obtain the minority offset \(\Delta\), hopping \(t_h\), bond length along the field and internal field. Check that the majority channel is filled; otherwise compute both \(q_\uparrow\) and \(q_\downarrow\).
2. Calculate \(W\), \(\cos\theta\) and \(\Theta\). For an isolated pair, use the boxed formula for a resonant pulse that lasts several optical cycles but is much shorter than the dephasing time, with \(eaE_0\ll W\). In the example this ratio is 0.16. With a cycle of 2.7 fs and a dephasing time near 5 fs the two conditions on the pulse length cannot both be met, and step 3 applies; for the 20 fs pulse the formula comes within about 5% only when \(T_2\) reaches some 100 fs.
3. Outside that regime, propagate the density matrix with dephasing. Average the site moments over the beat before quoting a lasting change.
4. Record \(n_{i\uparrow}\) and \(n_{i\downarrow}\) separately. In a collinear calculation without spin-orbit coupling, the sum of each over the sites should stay constant if the sites hold all the electrons. Where a code counts only the electrons inside atomic spheres, these sums can also drift because electrons move into the space between the spheres.
